# Meandering of growing steps with one-sided adatom capture

## 1. Definitions and conventions

A crystal surface descends toward $+y$ in a train of atomic steps that run along $x$. Step $n$ lies at

$$y_n(x,t)=nl+v_0t+\zeta_n(x,t),$$

where $l$ is the mean terrace width, $v_0$ the velocity of straight steps and $\zeta_n$ a small displacement. Terrace $n$ lies between steps $n$ and $n+1$. It is the lower terrace of step $n$, in front of it, and the upper terrace of step $n+1$. Attachment from either side moves a step toward $+y$.

Atoms arrive at a rate $F$ per area and time and diffuse as adatoms with constant $D$ and density $c$ per area. Each incorporated atom occupies an area $\Omega$. At first there is no desorption, and adatoms do not nucleate islands. Diffusion along the step edge, interactions between steps other than through the adatom field, and noise are left out throughout.

The adatom field is taken as quasi-static:

$$D\nabla^2c+F=0. \tag{1}$$

In the frame of the moving steps this drops the drift term $v_0\partial_yc$, which is smaller than $D\partial_y^2c$ by about $v_0l/D$. With $v_0=\Omega Fl$, found below, the condition is $\Omega Fl^2/D\ll1$. We also need $\Omega c\ll1$, so that the adatoms already present in the area swept by a step can be neglected in its mass balance.

Capture is one-sided. An adatom reaching step $n$ from terrace $n$ attaches at once, so the density there equals the local equilibrium value. An adatom reaching the descending edge, step $n+1$, is reflected:

$$c=c_{\rm eq}(1+\Gamma\kappa)\ \text{at } y_n,\qquad \partial_nc=0\ \text{at } y_{n+1}. \tag{2}$$

The normal points toward $+y$, and $\kappa\simeq-\zeta''$ is positive on a bulge toward the lower terrace.

The length $\Gamma$ comes from the line energy. For a small slope, the energy that depends on the step shape is $\int\tfrac12\tilde\beta\,\zeta'^2dx$, with $\tilde\beta>0$ the line stiffness. Varying $\zeta$ and integrating by parts gives $-\tilde\beta\zeta''=\tilde\beta\kappa$ per added area. One added atom therefore costs $\Omega\tilde\beta\kappa$, and the equilibrium density is $c_{\rm eq}\exp(\Omega\tilde\beta\kappa/kT)$. For a small exponent this is (2), with

$$\Gamma=\frac{\Omega\tilde\beta}{kT}.$$

The velocity of the step line along $y$ follows from the captured flux. For a curved line, the normal velocity $\Omega D\partial_nc$ becomes

$$\partial_ty_n=\Omega D\,(\partial_yc-\zeta_n'\partial_xc)\big|_{y_n}, \tag{3}$$

because the factors $\sqrt{1+\zeta_n'^2}$ in the normal derivative and in the line velocity cancel.

## 2. The simplest case: straight steps

Let $y$ now be measured from step $n$. For straight steps, (1) reads $c_0''=-F/D$. The conditions $c_0(0)=c_{\rm eq}$ and $c_0'(l)=0$ give

$$c_0=c_{\rm eq}+\frac FD\left(ly-\frac{y^2}{2}\right),\qquad c_0'(0)=\frac{Fl}{D}. \tag{4}$$

Equation (3) then gives $v_0=\Omega Fl$. This is the required balance: each step incorporates everything deposited on one terrace.

The density is highest at the descending edge, where its excess is

$$c_0(l)-c_0(0)=\frac{Fl^2}{2D}. \tag{5}$$

This excess drives the meander.

## 3. Long, in-phase meanders without stiffness

Let all steps have the same shape $\zeta(x)$, with a wavelength much greater than $l$, and set $\Gamma=0$ for now. Define the adatom current along $x$, integrated across a terrace:

$$J_x=-D\int_\zeta^{\zeta+l}\partial_xc\,dy.$$

Its derivative contains the moving limits of integration:

$$\partial_xJ_x=-D\int_\zeta^{\zeta+l}\partial_x^2c\,dy-D\zeta'\big[\partial_xc\big]_\zeta^{\zeta+l}.$$

Integrating (1) over the terrace and using this expression gives

$$0=Fl-\partial_xJ_x+D\big[\partial_yc-\zeta'\partial_xc\big]_\zeta^{\zeta+l}.$$

The upper limit vanishes because the descending edge reflects. The lower limit is the flux in (3), so

$$\partial_ty_n=\Omega(Fl-\partial_xJ_x),\qquad \partial_t\zeta=-\Omega\,\partial_xJ_x. \tag{6}$$

For a slowly varying shape the density follows the step locally: $c\simeq c_0(y-\zeta(x))$. To first order in $\zeta$, corrections to $c$ are of order $\zeta''$ and change $J_x$ only at order $\zeta'''$. Beyond first order there are also corrections of relative size $\zeta'^2$: for a uniformly tilted step the exact current is the result below divided by $1+\zeta'^2$. We assume a small slope and drop them. Since $\partial_xc\simeq-\zeta'c_0'$,

$$J_x\simeq D\zeta'[c_0(l)-c_0(0)]. \tag{7}$$

The current has the sign of $\zeta'$ and carries adatoms toward the parts of the step that are already ahead. The reason is geometric. Adatoms flow from the descending edge back toward the capturing step, perpendicular to the local step direction. Where the line is tilted, this flow has a component along $x$ toward the nearest bulge.

For $\zeta\propto e^{iqx+\omega t}$, (5)–(7) give

$$\omega\simeq\Omega D[c_0(l)-c_0(0)]q^2=\tfrac12\Omega Fl^2q^2>0. \tag{8}$$

**Check by changing the capture rule.** The balance (6) also holds when both edges capture adatoms. In an in-phase train, what step $n+1$ takes from terrace $n$ equals what step $n$ takes from terrace $n-1$. The density difference in (7) therefore decides the sign. With equal, instantaneous capture at both edges it is zero, and the drive disappears. With capture from the upper terrace alone the profile is reversed, the difference is $-Fl^2/2D$, and the flux smooths the step.

A partly reflecting edge lies between these cases. Let

$$D\partial_yc=-k_-(c-c_{\rm eq})\quad\text{at }y=l,\qquad \ell_s=D/k_-.$$

Write $c_0-c_{\rm eq}=ay-Fy^2/2D$. The edge condition becomes

$$\ell_s\left(a-\frac{Fl}{D}\right)=-al+\frac{Fl^2}{2D},\qquad a=\frac FD\,\frac{l\ell_s+l^2/2}{l+\ell_s}.$$

The excess at the edge is $\ell_s(Fl/D-a)$, hence

$$c_0(l)-c_0(0)=\frac{Fl^2}{2D}\frac{\ell_s}{l+\ell_s},\qquad \omega\simeq\frac{\Omega Fl^2}{2}\frac{\ell_s}{l+\ell_s}q^2. \tag{9}$$

The limits $\ell_s\to\infty$ and $\ell_s\to0$ recover one-sided and symmetric capture. For $\ell_s=l$ the coefficient of $\Omega Fl^2q^2$ is $0.25$; a numerical solution between curved edges gives $0.2499$ at $ql=0.05$. Complete reflection is thus not necessary for the drive, but an asymmetry of capture is.

## 4. Any wavelength and any phase

We return to one-sided capture and restore stiffness. Let neighbouring steps differ by a phase $\varphi$:

$$\zeta_n\propto e^{iqx+in\varphi+\omega t},\qquad \zeta_{n+1}=e^{i\varphi}\zeta_n.$$

Write $c=c_0(y)+c_1(y)$, leaving the common factor in $x$ and $t$ understood. Equation (1) gives $c_1''=q^2c_1$, so

$$c_1=A\cosh qy+B\sinh qy.$$

The conditions hold on displaced edges and must be transferred to $y=0$ and $y=l$. At the capturing step, $c_0(\zeta_n)\simeq c_{\rm eq}+c_0'(0)\zeta_n$ and $\kappa=q^2\zeta_n$. Therefore

$$A=\left(c_{\rm eq}\Gamma q^2-\frac{Fl}{D}\right)\zeta_n. \tag{10}$$

At the reflecting edge, $c_0'(l+\zeta_{n+1})\simeq c_0''(l)\zeta_{n+1}=-(F/D)\zeta_{n+1}$. The product of the edge slope and $\partial_xc_1$ is second order. Hence $c_1'(l)=(F/D)\zeta_{n+1}$, or, with $x\equiv ql$ from here on in dimensionless formulas,

$$qA\sinh x+qB\cosh x=\frac FD\zeta_{n+1},$$

$$qB=\frac FD\frac{\zeta_{n+1}}{\cosh x}-qA\tanh x. \tag{11}$$

The linear part of (3) is

$$\omega\zeta_n=\Omega D[c_0''(0)\zeta_n+c_1'(0)]=\Omega D\left[-\frac FD\zeta_n+qB\right].$$

The first term arises because the base gradient is evaluated at the displaced step. Inserting (10) and (11), and defining

$$G=\frac{Dc_{\rm eq}\Gamma}{Fl^3},$$

gives

$$\frac{\omega}{\Omega F}=\frac{e^{i\varphi}}{\cosh x}-1+x\tanh x-Gx^3\tanh x. \tag{12}$$

**Check at $q=0$.** Here $\omega=\Omega F(e^{i\varphi}-1)$. The same result follows directly from $\dot y_n=\Omega F(y_{n+1}-y_n)$, since a straight step collects the atoms landing in front of it. The real part, $-\Omega F(1-\cos\varphi)$, is never positive: unequal spacings of straight steps do not grow in this model.

At fixed $q>0$, the real part of (12) depends on phase through $\cos\varphi/\cosh x$ and is greatest at $\varphi=0$. The fastest meander is the one in which all steps move in phase.

For this mode, the half-angle identities give

$$\frac{\cosh x-1}{\sinh x}=\frac{2\sinh^2(x/2)}{2\sinh(x/2)\cosh(x/2)}=\tanh\frac x2.$$

Since $1/\cosh x-1=-\tanh x\,(\cosh x-1)/\sinh x$, (12) becomes

$$\boxed{\omega=\Omega F\tanh x\left[x-\tanh\frac x2-Gx^3\right]} \tag{13}$$

**Check without stiffness.** For small $x$, (13) with $G=0$ gives $\Omega Fx^2/2$, in agreement with (8). For large $x$ it tends to $\Omega F(x-1)$, so the growth rate increases without bound as the wavelength shrinks. A model without stiffness, or another short-wavelength cutoff, selects no wavelength.

## 5. What stiffness does

A bulge has a raised equilibrium density, so it captures less and can lose atoms to neighbouring hollows through the terrace. This is the negative term in (13). To see where it wins, define

$$h(x)=\frac{x-\tanh(x/2)}{x^3}.$$

For $x>0$ the sign of $\omega$ is the sign of $h(x)-G$. Differentiation gives

$$h'(x)=\frac{3\tanh(x/2)-2x-\tfrac12x\,\mathrm{sech}^2(x/2)}{x^4}.$$

Because $\tanh(x/2)<x/2$, the numerator is less than $-x/2$, so $h$ decreases. It behaves as $1/(2x^2)$ for small $x$ and as $1/x^2$ for large $x$, and thus falls from infinity to zero. For every $G>0$ there is one cutoff $x_c$: longer waves grow and shorter waves decay. In this model without desorption, any positive flux makes the straight step unstable, provided the sample is wide enough to hold such a wave.

When $G$ is large, the unstable waves are long. Using $\tanh x\simeq x-x^3/3$ and $\tanh(x/2)\simeq x/2-x^3/24$,

$$\frac{\omega}{\Omega F}\simeq\frac{x^2}{2}-Gx^4-\frac{x^4}{8}+\frac{Gx^6}{3}. \tag{14}$$

With $x^2\sim1/G$, the first two terms are of order $1/G$ and the last two of order $1/G^2$. Keeping the first two and setting the derivative to zero gives $x-4Gx^3=0$, so

$$x_m^2=\frac1{4G},\qquad x_c^2=\frac1{2G},\qquad \omega_m=\frac{\Omega F}{16G}.$$

In physical variables,

$$\lambda_m\simeq4\pi\sqrt{\frac{Dc_{\rm eq}\Gamma}{Fl}},\qquad \lambda_c\simeq\frac{\lambda_m}{\sqrt2}. \tag{15}$$

**Size of the correction.** With $s=x^2$, the derivative of (14) with respect to $s$ is

$$\frac12-2Gs-\frac s4+Gs^2.$$

At $s=1/(4G)$ the last two terms are $-1/(16G)$ and $+1/(16G)$. They cancel, so $\lambda_m$ has no relative correction of order $1/G$. The maximum rate does have one: at the same $s$ the last two terms of (14) add $-1/(128G^2)+1/(192G^2)=-1/(384G^2)$, a relative change of $-1/(24G)$. At the cutoff, $1/2+x^2/24\simeq Gx^2$ gives $x_c^2\simeq[1+1/(24G)]/(2G)$, which shortens $\lambda_c$ by a fraction $1/(48G)$.

## 6. A worked case

Take round model parameters: $l=10$ nm, $\Omega=0.1$ nm², $F=0.1$ nm⁻² s⁻¹, $D=10^7$ nm²/s, $c_{\rm eq}=10^{-4}$ nm⁻², $\tilde\beta=0.3$ eV/nm and $T=600$ K. With $kT=0.0517$ eV,

$$\Gamma=\frac{0.1\times0.3}{0.0517}\ \text{nm}=0.580\ \text{nm},$$

$$G=\frac{10^7\times10^{-4}\times0.580}{0.1\times10^3}=5.80.$$

Edge diffusion, step interactions and noise are simply omitted from the model, and these parameters do not justify the omission. The two quantitative conditions of Section 1 are well satisfied: $\Omega Fl^2/D=10^{-7}$ and $\Omega c_{\rm eq}=10^{-5}$. The long-wave result is

$$\lambda_m\simeq4\pi\sqrt{\frac{10^7\times10^{-4}\times0.580}{0.1\times10}}\ \text{nm}=303\ \text{nm}.$$

Maximizing (13) also gives 303 nm, as the cancellation above leads one to expect. The full cutoff is 213.3 nm against 214.0 nm from (15), and the full maximum rate is $1.070\times10^{-4}$ s⁻¹ against $1.077\times10^{-4}$ s⁻¹. These differences, about 0.4% and 0.7%, agree with $1/(48G)$ and $1/(24G)$.

The amplitude grows by a factor $e$ in 9350 s. At $\Omega F=0.01$ monolayers/s, tenfold growth needs

$$\frac{\Omega F\ln10}{\omega_m}=\frac{0.01\times2.303}{1.070\times10^{-4}}\simeq215\ \text{monolayers}.$$

The instability is slow on the scale of one layer. A fourfold flux shortens the fastest wavelength to 151 nm, half its former value, as $\lambda_m\propto F^{-1/2}$ requires.

The linearization was tested by solving (1) numerically between curved edges, with the conditions imposed on the edges themselves. The resulting rates at 200, 300 and 1000 nm are $-0.66$, $1.07$ and $0.19$ in units of $10^{-4}$ s⁻¹, equal to those of (13) at this precision. The shortest of these waves is below the cutoff and decays; the longest is driven weakly because $\omega$ falls as $q^2$. The same method tested the phase dependence and the three capture rules. At $x=1$ and $G=0.05$, the rates in units of $\Omega F$ are $0.372$ for capture from below, $-0.046$ for equal capture and $-0.448$ for capture from above. Further values are in the numerical output.

## 7. Desorption introduces a threshold

The absence of a threshold depends on the absence of desorption. Consider an isolated step capturing from a wide terrace in front, where adatoms desorb after a mean time $\tau$:

$$D\nabla^2c-\frac c\tau+F=0,\qquad x_s=\sqrt{D\tau},\qquad \Delta=F\tau-c_{\rm eq}>0.$$

The straight-step solution that tends to $F\tau$ far away is $c_0=F\tau-\Delta e^{-y/x_s}$. Thus $c_0'(0)=\Delta/x_s$ and $c_0''(0)=-\Delta/x_s^2$. The perturbation obeys $c_1''=(q^2+x_s^{-2})c_1$, and its decaying solution is

$$c_1=A e^{-\Lambda y/x_s},\qquad \Lambda=\sqrt{1+q^2x_s^2}.$$

As in (10), $A=(c_{\rm eq}\Gamma q^2-\Delta/x_s)\zeta$. The step velocity gives

$$\omega=\Omega D\left[-\frac{\Delta}{x_s^2}+\frac{\Lambda\Delta}{x_s^2}-\frac{\Lambda c_{\rm eq}\Gamma q^2}{x_s}\right].$$

Put $g=c_{\rm eq}\Gamma/(\Delta x_s)$ and use $q^2x_s^2=(\Lambda-1)(\Lambda+1)$:

$$\omega=\frac{\Omega D\Delta}{x_s^2}(\Lambda-1)\left[1-g\Lambda(\Lambda+1)\right]. \tag{16}$$

For $q>0$ we have $\Lambda(\Lambda+1)>2$, and this product approaches 2 for long waves. Growth at some wavelength therefore requires $g<1/2$, or

$$\frac{F\tau-c_{\rm eq}}{c_{\rm eq}}>\frac{2\Gamma}{x_s}. \tag{17}$$

**Check on both sides.** At $qx_s=0.3$, the numerical solution between curved edges gives growth for $g=0.4$ and decay for $g=0.6$, with rates that agree with (16). For the value of $\Gamma$ above and $x_s=1000$ nm, the threshold supersaturation of an isolated step is $2\times0.580/1000=1.2\times10^{-3}$.

This value needs $l\gg x_s$ and does not apply to the train of Section 6. For an in-phase train with desorption, $c_0=F\tau-\Delta\cosh[(l-y)/x_s]/\cosh(l/x_s)$. Repeating Section 4 with $c_1''=(q^2+x_s^{-2})c_1$ gives, for long waves, $\omega\simeq\Omega Dq^2\tanh(l/x_s)\left[\tfrac12\Delta\tanh(l/x_s)-c_{\rm eq}\Gamma/x_s\right]$. The right side of (17) becomes $2\Gamma/[x_s\tanh(l/x_s)]$, which is close to $2\Gamma/l$ for $l\ll x_s$. For $l=10$ nm and $x_s=1000$ nm this is $0.116$, a hundred times the isolated-step value.

The threshold has a simple origin. The drive starts as $q^2$ with or without desorption. With desorption the stiffness term starts as $q^2$ too, because a bulge can exchange atoms with the vapour and need not send them to a distant hollow. In the step train without desorption, atoms must travel along $x$; the stiffness term then starts as $q^4$ and cannot stop sufficiently long waves.

All these rates describe the start of the instability, while the meander amplitude is small compared with the wavelength and with $l$ (for the isolated step, with $x_s$). For long in-phase meanders the working limit is a small slope, and the amplitude itself may exceed $l$. The rates do not determine the later shape or final amplitude. The wavelength (15) applies only where a step is smoothed mainly by exchange with the terrace. On a real surface, diffusion along the step edge adds a further smoothing term, and thermal wander sets the starting amplitude; neither is part of this model.

## Table of computed values

```
terrace width l = 10.0 nm
atomic area Omega = 0.10 nm^2
flux F = 0.10 nm^-2 s^-1
diffusion constant D = 1.0e+07 nm^2/s
equilibrium adatom density c_eq = 1.0e-04 nm^-2
line stiffness = 0.30 eV/nm
temperature T = 600 K
thermal energy kT = 0.05170 eV
capillary length Gamma = 0.5802 nm
stiffness number G = 5.8023 (no unit)
deposition rate Omega F = 0.0100 monolayers/s
straight-step velocity = 0.1000 nm/s
quasi-static parameter Omega F l^2/D = 1.00e-07
adatom coverage Omega c_eq = 1.00e-05
adatom excess at descending edge = 5.00e-07 nm^-2
fastest x = q l: 0.20758; cutoff x = 0.29460 (no unit)
fastest wavelength, full formula = 302.69 nm
fastest wavelength, long-wave formula = 302.70 nm
cutoff wavelength, full formula = 213.28 nm
cutoff wavelength, long-wave formula = 214.04 nm
largest growth rate, full formula = 1.0696e-04 s^-1
largest growth rate, long-wave formula = 1.0772e-04 s^-1
e-folding time = 9350 s
deposit for tenfold amplitude = 215.3 monolayers
fastest wavelength at flux 4F = 151.30 nm (G = 1.4506)
wavelength (nm), growth rate (1e-4 s^-1): curved-edge solution, formula
     100    -62.1019    -62.1019
     150     -8.4739     -8.4739
     200     -0.6555     -0.6555
     300      1.0692      1.0692
     500      0.6425      0.6425
    1000      0.1882      0.1882
growth rates in units Omega F at q l = 1.0, G = 0.05:
  capture from lower terrace only: 0.37157
  equal capture from both terraces: -0.04621
  capture from upper terrace only: -0.44773
barrier length/l, long-wave coefficient: solution, formula (Omega F l^2)
    0.1  0.04545  0.04545
    1.0  0.24992  0.25000
   10.0  0.45429  0.45455
desorption, q x_s = 0.3: g, scaled growth rate: solution, formula
  0.4  0.006446  0.006446
  0.6  -0.012347  -0.012347
desorption length for threshold example = 1000 nm
threshold (F tau - c_eq)/c_eq = 1.160e-03
largest scaled error, in-phase tests = 1.5e-07
largest error, phase tests = 2.9e-09 Omega F
```
